# Why 7F1 of Eu3+ lies far above the Landé value

**Question.** The ground term of Eu$^{3+}$ (configuration 4f$^6$) is $^7F$, with levels $J=0,\dots,6$. The Landé rule puts $^7F_1$ at $\zeta/6$ above $^7F_0$. The spin-orbit constant $\zeta$ is about 1300 cm$^{-1}$; with the model value 1320 cm$^{-1}$ used below this is 220 cm$^{-1}$, yet the level lies near 370 cm$^{-1}$. What supplies the difference, and are the $^5D$ terms enough to explain it?

**Answer.**

## The mechanism

Let $H=H_C+V$. Here $H_C$ is the Coulomb repulsion within 4f$^6$, whose eigenstates are terms of definite $S$ and $L$, and

$$V=\zeta\sum_i \mathbf s_i\cdot\mathbf l_i ,$$

with angular momenta in units of $\hbar$. Crystal field, other configurations and the remaining magnetic interactions are left out.

The Landé rule uses only the part of $V$ that acts inside $^7F$. But $V$ can also flip one of the six parallel spins, and so it mixes $^7F$ with quintet terms. Terms that lie higher push $^7F_J$ down. If all $J$ were pushed down equally, no interval would change. The push does depend on $J$, however, and the gap between $J=0$ and $J=1$ records the difference.

Three kinds of term can take part. $V$ is built from one-electron operators that are vectors in spin space and vectors in orbital space, so it changes $S$ and $L$ by at most one unit each. $S=3$ requires six parallel spins, which leaves one hole in the spin-up half shell and hence $L=3$, so $^7F$ is the only septet. The partners are therefore the $^5D$, $^5F$ and $^5G$ terms. $V$ also conserves $J$:

- $^5D$ has $J=0$ to 4 and can act on both $^7F_0$ and $^7F_1$.
- $^5F$ has $J=1$ to 5 and can act on $^7F_1$ but not on $^7F_0$.
- $^5G$ has $J=2$ to 6 and can act on neither.

So $^5D$ widens the gap if it depresses $J=0$ more than $J=1$, while $^5F$ can only narrow it at this order. The sizes have to be calculated.

## First order

In a $^7F$ state with $M_S=3$ every electron has $s_z=\tfrac12$, so the diagonal element of $V$ is $\tfrac12\zeta M_L$. Within one term $V$ acts as $\lambda\,\mathbf S\cdot\mathbf L$, whose diagonal element here is $3\lambda M_L$. Hence $\lambda=\zeta/6$. With $X=J(J+1)$ and $S(S+1)+L(L+1)=24$,

$$E_1(J)=\frac{\zeta}{6}\,\frac{X-24}{2}=\frac{\zeta(X-24)}{12}.$$

This gives $-2\zeta$ for $J=0$ and $-\tfrac{11}{6}\zeta$ for $J=1$, a gap of $\zeta/6$.

## How the coupling depends on J

Let $Q_{L'}$ project on all quintets with orbital momentum $L'$, and let $\zeta^2W_{L'}(J)$ be the summed squared matrix elements of $V$ from $^7F_J$ to them. This is the expectation value of $VQ_{L'}V$ in $^7F_J$.

In $VQ_{L'}V$ two spin vectors combine to rank $k=0$, 1 or 2, and the orbital vectors must combine to the same rank to give a scalar. Within $^7F$ such a scalar is a polynomial of degree $k$ in $\mathbf S\cdot\mathbf L=(X-24)/2$. So $W_{L'}$ is at most quadratic in $X$. It must vanish wherever the quintet has no level of that $J$, and this fixes both roots:

- $^5D$ lacks $J=5,6$, so $W_D=c_D(42-X)(30-X)$.
- $^5F$ lacks $J=0,6$, so $W_F=c_F\,X(42-X)$.
- $^5G$ lacks $J=0,1$, so $W_G=c_G\,X(X-2)$.

The argument holds equally for a single term in place of the group $Q_{L'}$. The three $^5D$ terms therefore share the strength $W_D$ in proportions that do not depend on $J$, and likewise for the others.

## The size of the coupling

The constants follow from one spin flip in the stretched state. Let $|F\rangle$ be the filled spin-up half shell and $|m\rangle=a_{m\uparrow}|F\rangle$ the $^7F$ states with $M_S=3$. For a Cartesian component $q$ define

$$T_q=\sum_{ab}(l_q)_{ab}\,a^\dagger_{a\downarrow}a_{b\uparrow}.$$

The spin-down orbitals are empty in $|m\rangle$, so $a_{a'\downarrow}a^\dagger_{a\downarrow}$ gives $\delta_{aa'}$ and

$$\langle m'|T_p^\dagger T_q|m\rangle=\sum_{bb'}(l_pl_q)_{b'b}\,\langle F|a^\dagger_{m'}a^\dagger_{b'}a_ba_m|F\rangle .$$

In the filled half shell the last factor is $\delta_{mm'}\delta_{bb'}-\delta_{m'b}\delta_{b'm}$. The trace is $\mathrm{Tr}(l_pl_q)=\delta_{pq}\,7\cdot12/3=28\,\delta_{pq}$, and therefore

$$\langle m'|T_p^\dagger T_q|m\rangle=28\,\delta_{pq}\delta_{mm'}-(l_pl_q)_{mm'} .$$

The total orbital momentum acts on the hole states through matrices $K_q$. Since $L_q|F\rangle=0$ and $[L_q,a_m]=-\sum_b(l_q)_{mb}a_b$, we have $(K_q)_{m'm}=-(l_q)_{mm'}$. The transposition reverses the order of a product:

$$(l_pl_q)_{mm'}=(K_qK_p)_{m'm},\qquad K_qK_p=K_pK_q-i\sum_r\epsilon_{pqr}K_r .$$

The matrices $(t_r)_{pq}=-i\epsilon_{rpq}$ are the unit angular momentum carried by the vector index of $T_q$. The overlap matrix is thus

$$G_{pq}=28\,\delta_{pq}-K_pK_q-(\mathbf K\cdot\mathbf t)_{pq},$$

and $\mathbf L'=\mathbf K+\mathbf t$. The matrix $K_pK_q$ acts only on vectors of the form $K_p\chi$, which have $L'=3$, and its eigenvalue there is $K^2=12$. The last term has eigenvalue $[L'(L'+1)-14]/2$, which is $-4,-1,3$ for $L'=2,3,4$. So $G$ has the eigenvalues

$$28+4=32,\qquad 28-12+1=17,\qquad 28-3=25 .$$

The states $T_q|m\rangle$ have $M_S=2$ and may still contain the $M_S=2$ member of $^7F$ itself, which is $S_-|m\rangle/\sqrt6$. Replacing $l_p$ by the unit matrix in the overlap just found gives $\langle m'|S_+T_q|m\rangle=-(l_q)_{mm'}=(K_q)_{m'm}$. The septet part of $G$ is then $K_pK_q/6$, with eigenvalue $12/6=2$ at $L'=3$. What remains belongs to quintets:

$$g_D=32,\qquad g_F=15,\qquad g_G=25 .$$

To connect these with $W$, take the trace of $VQ_{L'}V$ over all 49 states of $^7F$. Put $U_{rq}=\sum_i s_{r,i}\,l_{q,i}$, so that $V=\zeta\sum_qU_{qq}$. The projector and the trace are invariant under separate rotations of spin and orbit, hence $\mathrm{Tr}(U_{rq}Q_{L'}U_{r'q'})=\tau\,\delta_{rr'}\delta_{qq'}$. The trace for $V$ is $3\zeta^2\tau$, one third of $\zeta^2$ times the sum over all nine pairs $(r,q)$.

That sum is a spin scalar, so it equals 7 times its value at $M_S=3$. There only the spin-lowering part reaches a quintet, and from $s_x^2+s_y^2=\tfrac12(s_+s_-+s_-s_+)$ it enters as $\tfrac12T_q^\dagger Q_{L'}T_q$. Its orbital trace is $\tfrac12(2L'+1)g_{L'}$. Therefore

$$\sum_J(2J+1)W_{L'}(J)=\frac13\cdot7\cdot\frac12(2L'+1)g_{L'}=\frac76(2L'+1)g_{L'} .$$

The right side is $560/3$, $245/2$ and $525/2$ for $D$, $F$ and $G$. Summing the quadratic forms over $J$ with weight $2J+1$ gives

$$\begin{aligned}
D:&\quad1260+3360+4320+3780+1980=14700,\\
F:&\quad240+1080+2520+3960+3960=11760,\\
G:&\quad120+840+3240+9240+21840=35280.
\end{aligned}$$

Division yields $c_D=4/315$, $c_F=1/96$ and $c_G=5/672$:

$$W_D=\frac{4(42-X)(30-X)}{315},\quad W_F=\frac{X(42-X)}{96},\quad W_G=\frac{5X(X-2)}{672}.$$

For the two lowest levels, $W_D(0)=16$, $W_D(1)=4\cdot40\cdot28/315=128/9$ and $W_F(1)=80/96=5/6$.

## The gap to second order

Let term $i$ of kind $L'$ lie $\Delta_i$ above $^7F$ and hold the share $f_i$ of the strength. With the harmonic mean height $1/\Delta_{L'}=\sum_if_i/\Delta_i$,

$$E_2(J)=-\zeta^2\left[\frac{W_D}{\Delta_D}+\frac{W_F}{\Delta_F}+\frac{W_G}{\Delta_G}\right].$$

Since $16-128/9=16/9$, subtracting $J=0$ from $J=1$ gives

$$E(^7F_1)-E(^7F_0)\simeq\frac{\zeta}{6}+\frac{16}{9}\frac{\zeta^2}{\Delta_D}-\frac56\frac{\zeta^2}{\Delta_F}.$$

The $^5D$ terms do widen the gap, and $^5F$ takes part of the gain back. The net change is positive when $\Delta_F>\tfrac{15}{32}\Delta_D$. If the two heights were equal it would be $\tfrac{17}{18}\zeta^2/\Delta$. Relative to $\zeta/6$ this is $\tfrac{17}{3}\zeta/\Delta$. The Landé gap returns when spin-orbit coupling is weak compared with the term separations, but the prefactor is large, so the correction is already about 30% at $\zeta/\Delta\approx0.05$.

## Numbers for a model of Eu3+

I take $\zeta=1320$ cm$^{-1}$ and round ratios of the Slater integrals, $F^4/F^2=0.7$ and $F^6/F^2=0.5$. The remaining scale is fixed by requiring $^5D_0$ to lie 17000 cm$^{-1}$ above $^7F_0$, a rough value for the real ion. A root search with diagonalization of $H$ in the $J=0$ states gives $F^2\approx85400$ cm$^{-1}$. The position of $^7F_1$ is not used in this adjustment.

Diagonalizing $H_C$ gives these terms above $^7F$:

- $^5D$: 20330, 38390 and 69030 cm$^{-1}$, with shares 0.684, 0.281 and 0.035.
- $^5F$: 30600 and 57130 cm$^{-1}$, with shares 0.999 and 0.001.

The harmonic means are $\Delta_D=24120$ and $\Delta_F=30614$ cm$^{-1}$. With $\zeta^2=1.7424\times10^6$ cm$^{-2}$, the $^5D$ terms depress $J=0$ by $16\zeta^2/\Delta_D=1156$ cm$^{-1}$ and $J=1$ by 1027 cm$^{-1}$. The gap feels only the difference, 128 cm$^{-1}$. The loss to $^5F$ is $\tfrac56\zeta^2/\Delta_F=47$ cm$^{-1}$. Thus

$$220+128-47=301\ \text{cm}^{-1}.$$

Second order has the right sign and a large part of the effect, but it does not reach 370 cm$^{-1}$.

## What third order adds

Let $\psi_0$ be $^7F_J$ and $\psi_1,\psi_2$ its corrections, chosen orthogonal to $\psi_0$. With $E_0$ the Coulomb energy of $^7F$, they obey

$$\begin{aligned}(H_C-E_0)\psi_1&=-(V-E_1)\psi_0,\\(H_C-E_0)\psi_2&=-(V-E_1)\psi_1+E_2\psi_0.\end{aligned}$$

Using the first equation and then the second,

$$\begin{aligned}E_3&=\langle\psi_0|V-E_1|\psi_2\rangle=-\langle\psi_1|H_C-E_0|\psi_2\rangle\\&=\langle\psi_1|V|\psi_1\rangle-E_1\langle\psi_1|\psi_1\rangle .\end{aligned}$$

The first piece contains the fine structure of the admixed terms. Among the $^5D$ terms, $V$ is proportional to $\mathbf S\cdot\mathbf L=(X-12)/2$, which is $-6$ for $J=0$ and $-5$ for $J=1$. The squared admixture scales as $W_D$. The $^5D$ part of $E_3$ is therefore $-96B$ for $J=0$ and $-\tfrac{640}{9}B$ for $J=1$, where $B$ does not depend on $J$. It changes the gap by $\tfrac{224}{9}B$. Evaluated with the model's matrices, this is $+65$ cm$^{-1}$, so $B$ is positive, about 2.6 cm$^{-1}$. In physical terms, spin-orbit coupling lowers the admixed $^5D$ state toward $^7F$ and so deepens both depressions. Writing $6\cdot16-5\cdot\tfrac{128}{9}=(6-5)\tfrac{128}{9}+6\left(16-\tfrac{128}{9}\right)$ splits the gain into $\tfrac{128}{9}B$, because $^5D_0$ is lowered more than $^5D_1$, and $\tfrac{96}{9}B$, because $J=0$ carries the larger admixture.

The parts of $\langle\psi_1|V|\psi_1\rangle$ that involve $^5F$ add 8 cm$^{-1}$. The $-E_1$ term contributes $-21$ cm$^{-1}$: $^7F_0$ and $^7F_1$ have themselves moved down, by $2\zeta$ and $\tfrac{11}{6}\zeta$, away from their partners. This weakens both depressions, and more so for $J=0$, which has the larger shift and the larger admixture. The sum, $64.6+7.7-21.5$ before rounding, is 51 cm$^{-1}$, and the gap through third order is 352 cm$^{-1}$.

Full diagonalization of $H$ in 4f$^6$, using the 295 determinants with $M_J=0$, gives

$$E(^7F_1)-E(^7F_0)=380\ \text{cm}^{-1}\quad(3.46\ \text{mRy}).$$

Fourth and higher orders thus supply the last 28 cm$^{-1}$. The first three orders give 220, 81 and 51 cm$^{-1}$, and what lies beyond second order is almost as large as the second-order term itself. The second-order formula therefore explains the effect but is a poor tool for precise values. Reading the full gap as $\zeta/6$ would give $\zeta\approx2280$ cm$^{-1}$ instead of 1320.

The model lies about 10 cm$^{-1}$ above the rough 370, a difference that the omitted interactions and the rounded inputs leave undecided. Changing the Slater ratios to 0.67 and 0.49, with $F^2$ readjusted to the same $^5D_0$ height, leaves the gap at 380 cm$^{-1}$. The other inputs matter more. With $F^2$ readjusted each time, $\zeta=1300$ cm$^{-1}$ gives 371 cm$^{-1}$, $\zeta=1338$ cm$^{-1}$ gives 389 cm$^{-1}$, and a $^5D_0$ height of 17250 cm$^{-1}$ gives 377 cm$^{-1}$. As a value for the real ion, 380 cm$^{-1}$ is therefore uncertain by about 10 cm$^{-1}$.

## Are the 5D terms the cause?

Terms can be deleted from the basis and $H$ diagonalized again with the same parameters. Without the $^5D$ terms the gap is 175 cm$^{-1}$, below the Landé value. This is as expected: $^7F_0$ has lost every partner and stays at $-2\zeta$, while $^5F$ still depresses $^7F_1$. The second-order estimate for this case is $220-47=173$ cm$^{-1}$. The rise above 220 cm$^{-1}$ therefore needs $^5D$.

Without $^5F$ the gap is 414 cm$^{-1}$, which confirms that $^5F$ opposes the effect. With only $^7F$ and $^5D$ kept, it is again 380 cm$^{-1}$. That agreement with the full result is a cancellation: the other terms together raise the gap by 34 cm$^{-1}$ when $^5F$ is absent (the $^3P$ terms, which act through $^5D$, give 33 of this by themselves), and including $^5F$ lowers it by the same amount. It also depends on keeping the parameters of the full basis. With only $^7F$ and $^5D$, the $^5D_0$ level lies at 19340 cm$^{-1}$, and readjusting $F^2$ to bring it to 17000 cm$^{-1}$ gives a gap of 406 cm$^{-1}$. The $^5D$ terms are thus the cause of the widening, but they reproduce its size on their own only because the remaining effects cancel in this model.

In the full calculation the lowest $J=0$ state is 93.4% $^7F$ and 6.4% $^5D$. A modest admixture suffices because it brings a depression of more than 1000 cm$^{-1}$. At second order the $^5D$ depression of $J=1$ is smaller than that of $J=0$ by only one ninth, yet this difference of 128 cm$^{-1}$ is more than half the Landé gap of 220 cm$^{-1}$.

## The other end of the multiplet

The same formulas predict the opposite deviation at the top. The Landé interval from $J=5$ to $J=6$ is $\zeta=1320$ cm$^{-1}$. Here $^5D$ is absent, and the strengths are $W_F(5)=3.75$, $W_G(5)=6.25$ and $W_G(6)=12.5$. With $\Delta_G=25329$ cm$^{-1}$ the depressions are

$$\begin{aligned}J=5:&\quad\zeta^2\left(\frac{3.75}{\Delta_F}+\frac{6.25}{\Delta_G}\right)=643\ \text{cm}^{-1},\\J=6:&\quad\zeta^2\,\frac{12.5}{\Delta_G}=860\ \text{cm}^{-1}.\end{aligned}$$

Now the upper level is pushed down more, and the interval shrinks to about 1104 cm$^{-1}$. Full diagonalization gives 1091 cm$^{-1}$. A single larger $\zeta$ in the Landé rule could not reproduce both ends, since the lowest interval is wider than the rule predicts and the highest is narrower.
